\section*{Bader basins of pseudo valence densities and their repair by core density}

\section{An atom without a basin}

Two atoms, A and B, are bound at a distance of a few bohr. A calculation with norm-conserving pseudopotentials gives their valence density, and one wants the charge of each atom. Bader's prescription follows the density uphill from every point of space. All points whose ascent paths end at the same maximum form a basin, and the electrons in a basin belong to the atom whose nucleus sits at that maximum.

The last clause assumes that there is a maximum at each nucleus. An all-electron density normally has one, because the attraction of the point nucleus gives the density of the $s$ electrons a cusp there, and in an atom with a core the $1s$ electrons make this cusp steep. The pseudo valence density has neither the core nor the cusp. Norm conservation fixes the charge inside a sphere but says nothing about where in the sphere the density is largest. It is therefore unsafe to assume that the valence density, correct outside the spheres, must also give correct basins. In the following model one atom loses its basin altogether.

\section{The model}

Atomic units are used: lengths in bohr, charges in units of $e$. Nucleus A lies at $z=0$ and nucleus B at $z=R=3$; $r$ and $s$ are the distances from A and B, and $x$ is the distance from the axis. The density is a sum of frozen spherical atomic densities,
\begin{equation}
n=n_A(r)+n_B(s). \label{sum}
\end{equation}
There is no self-consistency, so the model tests the partition and not the bonding. The parameters are round numbers and represent no particular material.

The nuclear charges are 4 and 8. Each atom has a $1s^2$ core. Atom A keeps $0.5$ electron in its $2s$ orbital. Atom B has two $2s$ and $5.5$ $2p$ electrons, the latter spread evenly over the three $p$ orbitals so that their density is spherical. The total is $2.5+9.5=12$ electrons, and the pair is neutral.

With core exponent $\zeta_c$ and valence exponent $\zeta_v$, the all-electron radial functions are
\begin{align}
R_{1s}&=2\zeta_c^{3/2}e^{-\zeta_c r},\qquad
R_{2p}=Nre^{-\zeta_v r},\qquad N^2=\frac{(2\zeta_v)^5}{24},\\
R_{2s}&=\frac{Nre^{-\zeta_v r}-S R_{1s}}{\sqrt{1-S^2}},\qquad
S=\frac{12\,\zeta_c^{3/2}N}{(\zeta_c+\zeta_v)^4}.
\end{align}
Here $N$ follows from $\int_0^\infty r^4e^{-2\zeta_v r}dr=24/(2\zeta_v)^5$. The overlap $S$ of $R_{1s}$ with $Nre^{-\zeta_v r}$ follows from $\int_0^\infty r^3e^{-ar}dr=6/a^4$. Subtracting $SR_{1s}$ makes $R_{2s}$ orthogonal to the core; the squared norm of the numerator is $1-2S^2+S^2=1-S^2$. The exponents $(\zeta_c,\zeta_v)$ are $(3.7,0.95)$ for A and $(7.7,2.2)$ for B.

\subsection*{Norm-conserving pseudo-orbitals}

Outside a radius $r_c$ the orbital is left unchanged. Inside, it is replaced by the nodeless function
\begin{equation}
\tilde R=r^l\exp\!\left(p_0+p_1w+\tfrac12p_2w^2+dw^3\right),\qquad w=r^2-r_c^2. \label{ps}
\end{equation}
Let $L=\ln(R/r^l)$ for the all-electron orbital. Since $d/d(r^2)=(2r)^{-1}d/dr$, matching value, slope and curvature at $r_c$ requires
\begin{equation}
p_0=L,\qquad p_1=\frac{L'}{2r_c},\qquad
p_2=\frac{1}{2r_c}\left(\frac{L'}{2r}\right)'_{r_c}=\frac{L''-L'/r_c}{4r_c^2}.
\end{equation}
The term $dw^3$ does not disturb this matching, because it and its first two derivatives vanish at $w=0$. The remaining parameter $d$ fixes the norm:
\begin{equation}
\frac{\partial}{\partial d}\int_0^{r_c}\tilde R^2r^2dr
=2\int_0^{r_c}w^3\tilde R^2r^2dr<0,
\end{equation}
since $w<0$ inside the sphere. The norm falls steadily from infinity at $d\to-\infty$ to zero at $d\to+\infty$, so one value of $d$ reproduces the all-electron norm. The radii are $r_c=1.8$ for A and $1.0$ for B.

\subsection*{Hollow atoms}

Near its nucleus a pseudo $s$ function has the form $\sigma(1+\gamma s^2)$ and a pseudo $p$ function the form $\tau s$, up to higher powers. With occupations $f_s$ and $f_p$,
\begin{equation}
4\pi n_B=f_s\sigma^2+\left(2f_s\sigma^2\gamma+f_p\tau^2\right)s^2+O(s^4).
\end{equation}
If the bracket is positive, the nucleus is a local minimum of the atomic valence density. The $p$ electrons always push it that way. In the model B is hollow, and its density peaks on a shell of radius $0.500$. The pseudo $2s$ density of A is hollow too, with its peak at $1.3585$. This second result belongs to the chosen orbital and $r_c$; it is not a general property of $s$ electrons.

\section{All maxima of the pseudo valence density}

The gradient of (\ref{sum}) is
\begin{equation}
\nabla n=n_A'(r)\,\hat{\mathbf r}_A+n_B'(s)\,\hat{\mathbf r}_B, \label{grad}
\end{equation}
where the unit vectors point away from A and B. Off the axis they are linearly independent, so $\nabla n=0$ requires $n_A'=0$ and $n_B'=0$ separately. The point would have to lie on the peak shells of both atoms. These shells do not meet, because $1.3585+0.500<3$. Every critical point is therefore on the axis.

On the axis, a transverse displacement $x$ changes $r$ by $x^2/(2r)$ and $s$ by $x^2/(2s)$ to leading order. The density changes by $\frac12x^2\kappa_\perp$ with
\begin{equation}
\kappa_\perp=\frac{n_A'(r)}{r}+\frac{n_B'(s)}{s}. \label{perp}
\end{equation}
A maximum with nonzero curvatures needs $\kappa_\perp<0$ and a negative curvature along the axis. There are three segments to examine.

\emph{Behind A} ($z<0$). Both distances grow as $z$ decreases, so $dn/dz=-n_A'-n_B'$, and a critical point has $n_A'=-n_B'$. Here $s>3$, where B's density falls, so $n_B'<0$ and
\begin{equation}
\kappa_\perp=|n_B'|\left(\frac1r-\frac1s\right)>0,
\end{equation}
because $r<s$. No such point is a maximum.

\emph{Behind B} ($z>3$). Now $n_B'=-n_A'$, and A's density falls. Hence $\kappa_\perp=|n_A'|(1/s-1/r)>0$, because $s<r$. Again there is no maximum.

\emph{Between the nuclei.} Here $dn/dz=n_A'(r)-n_B'(s)$. At a critical point both derivatives equal a common number $k$, and $\kappa_\perp=k(1/r+1/s)$. A maximum needs $k<0$: it must lie outside both peak shells, with $r>1.3585$ and $s>0.500$.

A numerical scan of the axis finds five critical points:
\begin{center}
\begin{tabular}{rrrl}
$z$ & axial curvature & $\kappa_\perp$ & type\\
$-1.357$ & $-9.7\times10^{-3}$ & $7.5\times10^{-6}$ & saddle\\
$-0.246$ & $8.1\times10^{-3}$ & $3.9\times10^{-3}$ & minimum\\
$2.499$ & $-11.1$ & $-6.0\times10^{-3}$ & maximum\\
$3.000$ & $21.5$ & $21.5$ & minimum\\
$3.500$ & $-11.1$ & $1.5\times10^{-3}$ & saddle
\end{tabular}
\end{center}
The curvatures are in bohr$^{-5}$. There is one maximum for two atoms, and it lies $0.50$ bohr from nucleus B, on the side facing A. Its density is $1.09$ bohr$^{-3}$, against $0.21$ bohr$^{-3}$ at the nucleus. Nucleus A is not even a critical point: the gradient there is $0.0026$ bohr$^{-4}$, directed towards B.

The first row shows how a plot along the bond axis can mislead. The density has a peak behind A when seen along the axis. Sideways it rises, very slightly, and an ascent path slides around A's shell towards B. Eight ascent paths started around A at distances of $0.4$ and $1.0$ bohr all reach the maximum near B.

Since A owns no basin, it receives no valence electrons. Its core leaves an ionic charge of $4-2=2$, and the valence-only analysis returns a charge of $+2.00\,e$, although half a valence electron was placed on A.

\subsection*{What causes the loss}

Charge transfer is not needed. With neutral atoms, two valence electrons on A and six on B, the pseudo density at $R=3$ still has one maximum.

Distance matters. Near A's peak shell, at radius $r_0$, write $n_A'\simeq-\kappa(r-r_0)$ with $\kappa>0$, and let B's density rise towards B with slope $g=-n_B'>0$. The condition $n_A'=n_B'$ gives, to leading order,
\begin{equation}
r-r_0\simeq\frac g\kappa. \label{shift}
\end{equation}
A small slope moves the maximum a little. The slope $g$ grows towards B, so (\ref{shift}) holds only for small shifts. If $g$ exceeds the local fall $|n_A'|$ at every point between A's shell and the flank of B's, the condition has no solution there and the maximum is gone. In the model this happens below $R\approx4.6$ with $0.5$ electron on A and below $R\approx4.2$ for neutral atoms; at these distances $g$ at $r_0$ is still about $3.5$ times smaller than the steepest fall of $n_A$. For neutral atoms at $R=6$ the slope is small enough: A regains a maximum, but it lies $1.359$ bohr from the nucleus, practically on the peak shell. A basin may thus exist without a maximum at its nucleus.

The missing core is not the whole cause either. Close to a nucleus the all-electron $2s$ function is $-b+(a+\zeta_cb)r$, with $a=N/\sqrt{1-S^2}$ and $b=2S\zeta_c^{3/2}/\sqrt{1-S^2}$. Its square has the initial slope $-2b(a+\zeta_cb)<0$, which is a cusp. The all-electron valence density, with no core added, has maxima at both nuclei in this model, and a third one on B's valence shell at $z=2.49$. Pseudization with the chosen radii smooths the nuclear maxima away. This depends on the radius: A has no maximum for $r_c=1.2$, $1.5$ and $1.95$ either, but with $r_c=1.0$ a maximum survives $0.03$ bohr from nucleus A. Restoring them alone would not give a sound partition: A's $2s$ density vanishes at its radial node, which lies at $0.56$ bohr and separates the nuclear peak, holding only $0.007$ of A's $0.5$ valence electron, from the outer valence charge. The core density bridges this gap.

\section{The correct statement}

Outside the pseudization spheres, a norm-conserving valence density may be accurate and still lack the maxima that define atomic basins. The repair is to partition the sum of pseudo valence and frozen core densities. Two results say what this achieves.

\subsection*{Result 1: when the nucleus is a maximum}

Near a nucleus let
\begin{equation}
n(\mathbf r)=m(\mathbf r)+c\,e^{-2\zeta r},\qquad c>0,
\end{equation}
where $m$ is differentiable at the nucleus and contains everything except the local core cusp. \emph{The nucleus is a strict local maximum if $2\zeta c>|\nabla m(0)|$, and is not a maximum if $2\zeta c<|\nabla m(0)|$.}

\emph{Proof.} Put $\mathbf g=\nabla m(0)$. Expanding both terms to first order,
\begin{equation}
n(\mathbf r)-n(0)=\mathbf g\cdot\mathbf r-2\zeta c\,r+o(r)
\le\left(|\mathbf g|-2\zeta c\right)r+o(r).
\end{equation}
If the bracket is negative, the right side is negative for all sufficiently small $r>0$. If it is positive, a step along $\mathbf g$ attains the equality and raises the density. $\square$

The spherical form of $m$ was not used, so the result holds in any molecule or solid with such a core. For A, the core density $2\zeta_c^3e^{-2\zeta_cr}/\pi$ has the cusp slope
\begin{equation}
2\zeta_c\,\frac{2\zeta_c^3}{\pi}=\frac{4(3.7)^4}{\pi}=238.6\ \text{bohr}^{-4},
\end{equation}
against a competing gradient of $0.0026$ bohr$^{-4}$. The nuclear maximum is restored with a very wide margin.

A smoothed core without a cusp gives a weaker repair. If its density near the nucleus is $n_0-\frac12\kappa r^2$, the sum $\mathbf g\cdot\mathbf r-\frac12\kappa r^2$ is stationary at $\mathbf r=\mathbf g/\kappa$. The maximum is then slightly displaced, and this estimate neglects the curvature of $m$. For a hollow pseudo atom that curvature is positive and works against the core, so to second order a maximum near the nucleus exists only if $\kappa$ exceeds it, and the shift $\mathbf g/\kappa$ is accurate only if $\kappa$ is much larger. Hydrogen has no core to add, so for it this repair is not available.

\subsection*{Result 2: when the populations agree}

Let $\tilde n$ be the repaired density and $n$ the all-electron density. \emph{Assume that (i) they coincide outside a set of spheres that do not overlap; (ii) each sphere contains equal charge in both; (iii) the all-electron basin boundaries touch no sphere; and (iv) each all-electron basin contains one maximum of $\tilde n$, to which the ascent paths of $\tilde n$ in that basin lead, apart from a set of zero volume. Then the two densities have the same basins and the same populations.}

\emph{Proof.} The basin boundary is made of gradient paths of $n$. By (i) and (iii), $\nabla\tilde n=\nabla n$ in a neighbourhood of it, so the same paths are gradient paths of $\tilde n$. Two gradient paths cannot cross at a point where the gradient is nonzero and smooth, so an ascent path of $\tilde n$ cannot pass through the boundary. With (iv), each region is a basin of $\tilde n$. The charge in the region outside the spheres agrees by (i). Each sphere lies wholly inside one region by (iii), and its charge agrees by (ii). Because the spheres do not overlap, their charges add without double counting. $\square$

Norm conservation supplies condition (ii) here because the same frozen orbitals and occupations are used on both sides and the two spheres do not overlap ($1.8+1.0<3$), so that each atom's density is unchanged inside the other's sphere. Condition (iv) is what adding the core is meant to secure; for the bare valence density it fails. Condition (iii) is a demand on the pseudopotential radius, and a compact cation may violate it. The error must then be measured.

\section{The repaired charge}

\subsection*{Locating the surface}

With the cores added, $n_A$ and $n_B$ both fall monotonically. Equation (\ref{grad}) then allows no critical point off the axis, and behind either nucleus both slopes point inwards. Besides the nuclei, critical points can lie on the segment between them. A scan of the segment finds a single one, the bond point, which is a minimum along the axis and a maximum across it. It lies $1.048$ bohr from A. The all-electron density also has a single critical point on the segment. In both densities the nuclei are therefore the only maxima, and the surface through the bond point divides their basins.

That surface consists of the paths that climb into the bond point from the side. It is found by starting just off the axis and following the density downhill, then rotating the curve about the axis.

\subsection*{Populations from a surface integral}

For a spherical density $n_c$ with total charge $Q_c$, define the charge beyond radius $q$ and a vector field,
\begin{equation}
T_c(q)=\int_q^\infty4\pi t^2n_c(t)\,dt,\qquad
\mathbf F_c=-\frac{T_c(q)}{4\pi q^2}\,\hat{\mathbf q}.
\end{equation}
Since $T_c'=-4\pi q^2n_c$, away from the centre
\begin{equation}
\nabla\cdot\mathbf F_c=\frac1{q^2}\frac{d}{dq}\left(-\frac{T_c}{4\pi}\right)=n_c.
\end{equation}
At the centre $T_c\to Q_c$, and the flux of $\mathbf F_c$ out of a vanishing sphere is $-Q_c$. Cut this sphere out of a region that contains the centre. The divergence theorem then gives the charge in the region as the flux through its outer boundary minus $(-Q_c)$. If the centre is outside the region, the term $Q_c$ is absent. The flux at infinity vanishes because $T_c$ decays exponentially. With $d\mathbf S$ pointing out of A's side,
\begin{equation}
N_A=Q_A-\int\frac{T_A(r)}{4\pi r^2}\,\hat{\mathbf r}_A\cdot d\mathbf S
-\int\frac{T_B(s)}{4\pi s^2}\,\hat{\mathbf r}_B\cdot d\mathbf S. \label{pop}
\end{equation}
The second term removes A's charge lying beyond the surface. In the third, $\hat{\mathbf r}_B$ points against $d\mathbf S$ near the axis, so the term is positive there: it adds B's charge that reaches into A's side.

\subsection*{Numbers}

Atom A brings $Q_A=2.5$ electrons, and B contributes $0.0187$ to A's side. The surface integral gives $N_A=2.3363$, so A loses $2.5+0.0187-2.3363=0.1824$ electron to B's side. Of this, $0.0040$ is core charge. The charge of A is
\begin{equation}
q_A=4-2.3363=+1.664\,e .
\end{equation}
A volume sum in which each point is assigned by its ascent path gives $2.34$ electrons, in agreement with (\ref{pop}). Its unrounded value is $2.3360$. This differs from the surface integral by $0.0003$ electron, so the sum does not confirm the last digit of $2.3363$; the program requires agreement only within $0.02$. It assigns each end point to the nearer nucleus and would not reveal an additional maximum. The three partitions compare as follows:
\begin{center}
\begin{tabular}{lr}
density partitioned & $q_A$ ($e$)\\
pseudo valence & $+2.000$\\
pseudo valence plus core & $+1.664$\\
all-electron & $+1.663$
\end{tabular}
\end{center}
Relative to the all-electron partition of the same model, the valence-only charge is wrong by $0.337\,e$ and the repaired charge by $0.0008\,e$. None of these charges equals the $+1.5\,e$ suggested by the orbital occupations. Bader's charge counts electrons by region, and part of A's diffuse orbital lies in B's region.

Result 2 does not exclude a remaining error here. The surface comes within $1.05$ bohr of A, well inside its pseudization radius of $1.8$, so condition (iii) fails. The bond point moves by $0.003$ bohr between the repaired and all-electron densities. That the error is so small is a finding for these parameters, not a bound; it is $-0.0001\,e$ with $r_c=1.5$ on A and $+0.0012\,e$ with $r_c=1.95$.

In the fully ionic limit A has no valence electron. Its repaired and all-electron densities are then identical, and the sphere that matters is B's, of radius $1.0$. The surface stays at least $1.955$ bohr from B, so condition (iii) holds. Both densities give $2.014412$ electrons on A's side of the surface. This is the agreement described by Result 2. Its condition (iv) holds as well, because a scan of the segment finds no maximum between the nuclei.

\subsection*{Counting only the valence electrons}

The core density is needed to draw the basins, but it need not be integrated. One may integrate the valence density over the repaired basin and subtract the result from the ionic charge. Here this gives $2-0.3402=+1.660\,e$. It differs from $+1.664\,e$ by the $0.0040$ core electron that leaks through the surface, which this count assigns wholly to A. The shortcut is good when the core is compact compared with the distance from nucleus to surface. The numerical check checks the missing basin, the cusp condition and the populations numerically.

\section*{Values computed for the example and the checks}
\begin{verbatim}
nuclear charges A, B: 4, 8 e
distance R: 3.00 bohr
core exponents A, B: 3.70, 7.70 1/bohr
valence exponents A, B: 0.95, 2.20 1/bohr
pseudization radii A, B: 1.80, 1.00 bohr
valence electrons on A, B: 0.50, 7.50
isolated pseudo A, stationary shell radii: 1.358 bohr
isolated pseudo B, stationary shell radii: 0.500 bohr
pseudo valence density, axial critical points:
 z=-1.3570 bohr; curvatures axial -9.724e-03, lateral 7.453e-06 bohr^-5; not a maximum
 z=-0.2455 bohr; curvatures axial 8.095e-03, lateral 3.919e-03 bohr^-5; not a maximum
 z=2.4994 bohr; curvatures axial -1.109e+01, lateral -6.016e-03 bohr^-5; maximum
 z=3.0001 bohr; curvatures axial 2.148e+01, lateral 2.147e+01 bohr^-5; not a maximum
 z=3.5003 bohr; curvatures axial -1.110e+01, lateral 1.533e-03 bohr^-5; not a maximum
number of pseudo valence maxima: 1
distance of maximum from nucleus B: 0.5006 bohr
ascent paths started around A, ending there: 8
pseudo density at A: 0.00360 bohr^-3
pseudo density at B: 0.20917 bohr^-3
pseudo density at maximum: 1.08740 bohr^-3
pseudo gradient at A: 0.00259 bohr^-4
core cusp slope at A: 238.63 bohr^-4
repaired: bond point from A 1.0483 bohr
repaired: population of A 2.3363 electrons
repaired: closest surface distance to A, B 1.048, 1.952 bohr
all-electron: bond point from A 1.0452 bohr
all-electron: population of A 2.3370 electrons
all-electron: closest surface distance to A, B 1.045, 1.955 bohr
repaired population of A by volume sum: 2.3360 electrons
core A electrons outside basin A: 0.00397
electrons of atom B inside basin A: 0.0187
valence electrons in repaired basin A: 0.3402
charge of A, valence-only partition: 2.0000 e
charge of A, repaired partition: 1.6637 e
charge of A, all-electron partition: 1.6630 e
valence-only charge error: 0.3370 e
repaired charge error: 0.0008 e
ionic limit, population of A, repaired: 2.014412 electrons
ionic limit, population of A, all-electron: 2.014412 electrons
ionic limit, closest surface distance to B: 1.955 bohr
neutral atoms at R=3 bohr, pseudo maxima: 1
neutral atoms at R=6 bohr, pseudo maxima: 2
 R=6 bohr maximum: 1.3586 bohr from A, 4.6414 bohr from B
 R=6 bohr maximum: 5.4985 bohr from A, 0.5015 bohr from B
\end{verbatim}
